# Cubic Low-Energy Bands of ABC Trilayer Graphene by Eliminating Dimer Sites

## The problem with dropping the dimer sites

Four of the six atoms in the unit cell of ABC trilayer graphene are bound in vertical pairs, whose states lie several tenths of an electronvolt from the neutrality point. If these four are simply discarded, the other two have no matrix element between them in the nearest-neighbour model. Their bands are then flat, with infinite mass and no velocity, and the model cannot describe a conducting channel. The paired sites must be eliminated instead, so that their virtual occupation carries the electron from one outer layer to the other. This gives a two-component Hamiltonian cubic in momentum.

## Lattice, signs and assumptions

Label the sites A$_l$ and B$_l$, with $l=1,2,3$ the layer. Let $a$ be the lattice constant and $\boldsymbol\tau=(0,a/\sqrt3)$. The lateral positions are $(l-1)\boldsymbol\tau$ for A$_l$ and $l\boldsymbol\tau$ for B$_l$. Hence A2 lies above B1 and A3 above B2. These are the dimers, each coupled by $\gamma_1$. The sites A1 and B3 belong to no dimer.

The minimal model keeps the in-plane nearest-neighbour element $-\gamma_0$ and the dimer element $+\gamma_1$. All site energies are equal and set to zero, and electrons are independent. The vectors from an A atom to its three B neighbours are $\boldsymbol\tau$ and $(\pm a/2,-a/2\sqrt3)$, so the in-plane Bloch sum is

$$f(\mathbf k)=e^{ik_ya/\sqrt3}+2e^{-ik_ya/2\sqrt3}\cos(k_xa/2). \tag{1}$$

Put $\mathbf k=\mathbf K+\mathbf q$ with $\mathbf K=(4\pi/3a,0)$. To first order in $\mathbf q$, $2\cos(2\pi/3+q_xa/2)\simeq-1-\tfrac{\sqrt3}{2}aq_x$. The constants in (1) cancel, and the two $q_y$ terms add as $1/\sqrt3+1/2\sqrt3=\sqrt3/2$:

$$f\simeq-\tfrac{\sqrt3}{2}a\,(q_x-iq_y). \tag{2}$$

Define $\pi=\hbar(q_x+iq_y)=pe^{i\phi}$, with $p=\hbar q$, and $\hbar v=\tfrac{\sqrt3}{2}a\gamma_0$. The in-plane element is then

$$H(\mathrm A_l,\mathrm B_l)=-\gamma_0f=v\pi^\dagger . \tag{3}$$

Here $\pi$ is a number and $\pi^\dagger$ its complex conjugate. The small parameter is

$$x=\frac{vp}{\gamma_1}=\frac{\hbar vq}{\gamma_1}. \tag{4}$$

## Exact elimination

Collect the amplitudes on (A1, B3) in $\psi$ and those on (B1, A2, B2, A3) in $\chi$. No element of the minimal model acts within the first pair, so the Schrödinger equation reads

$$T\chi=E\psi,\qquad T^\dagger\psi+D\chi=E\chi, \tag{5}$$

with

$$T=\begin{pmatrix}v\pi^\dagger&0&0&0\\0&0&0&v\pi\end{pmatrix},\quad
D=\begin{pmatrix}0&\gamma_1&0&0\\ \gamma_1&0&v\pi^\dagger&0\\0&v\pi&0&\gamma_1\\0&0&\gamma_1&0\end{pmatrix}. \tag{6}$$

The lower right element of $T$ is $H(\mathrm B_3,\mathrm A_3)$, the conjugate of (3). The second equation in (5) gives $\chi=(E-D)^{-1}T^\dagger\psi$, provided $E$ is not an eigenvalue of $D$. Substitution into the first gives

$$T(E-D)^{-1}T^\dagger\psi=E\psi. \tag{7}$$

Nothing has been approximated in passing from (5) to (7). The price is that $E$ appears on both sides. For $x\ll1$ the eigenvalues of $D$ are near $\pm\gamma_1$, and the wanted energies are much smaller. We may therefore expand

$$(E-D)^{-1}=-D^{-1}(1-ED^{-1})^{-1}=-D^{-1}-ED^{-2}-\dots \tag{8}$$

Keep the terms up to first order in $E$ and move the linear one to the right:

$$H_0\psi=ES\psi,\quad H_0=-TD^{-1}T^\dagger,\quad S=1+TD^{-2}T^\dagger . \tag{9}$$

The matrix $S$ accounts for the part of the wavefunction that sits on the dimers.

## The inverse of the dimer block

$T$ touches the dimer block only at B1 and A3, so two columns of $D^{-1}$ suffice. The column for A3 solves $D\chi=e_{\mathrm A3}$, where $e_{\mathrm A3}$ is one on A3 and zero elsewhere. Row by row, (6) gives

$$\begin{aligned}
\gamma_1\chi_{\mathrm A2}&=0, & \gamma_1\chi_{\mathrm B1}+v\pi^\dagger\chi_{\mathrm B2}&=0,\\
v\pi\chi_{\mathrm A2}+\gamma_1\chi_{\mathrm A3}&=0, & \gamma_1\chi_{\mathrm B2}&=1 .
\end{aligned} \tag{10}$$

The first equation gives $\chi_{\mathrm A2}=0$, and the third then gives $\chi_{\mathrm A3}=0$. The last gives $\chi_{\mathrm B2}=1/\gamma_1$, and the second gives $\chi_{\mathrm B1}=-v\pi^\dagger/\gamma_1^2$. For the column of B1, the one stands in the first row instead. Then $\chi_{\mathrm A2}=1/\gamma_1$, $\chi_{\mathrm B2}=0$, $\chi_{\mathrm B1}=0$ and $\chi_{\mathrm A3}=-v\pi/\gamma_1^2$. In the order (B1, A2, B2, A3) the columns are

$$u=D^{-1}e_{\mathrm B1}=\begin{pmatrix}0\\1/\gamma_1\\0\\-v\pi/\gamma_1^2\end{pmatrix},\quad
w=D^{-1}e_{\mathrm A3}=\begin{pmatrix}-v\pi^\dagger/\gamma_1^2\\0\\1/\gamma_1\\0\end{pmatrix}. \tag{11}$$

The element between B1 and A3 is proportional to the middle-layer term $v\pi^\dagger$. If $D$ were replaced by two isolated dimers, this element would vanish and the outer sites would remain uncoupled.

## The two-component Hamiltonian

The off-diagonal element of $H_0$ is

$$(H_0)_{\mathrm{A1,B3}}=-(v\pi^\dagger)\left(-\frac{v\pi^\dagger}{\gamma_1^2}\right)(v\pi^\dagger)=+\frac{(v\pi^\dagger)^3}{\gamma_1^2}. \tag{12}$$

One minus sign comes from (9), the other from (11). The diagonal elements contain $(D^{-1})_{\mathrm{B1,B1}}$ and $(D^{-1})_{\mathrm{A3,A3}}$, which are both zero. At leading order $S=1$, and

$$H_{\rm eff}=\frac1{\gamma_1^2}\begin{pmatrix}0&(v\pi^\dagger)^3\\(v\pi)^3&0\end{pmatrix}. \tag{13}$$

Its square is $(vp)^6/\gamma_1^4$ times the unit matrix, and its trace is zero. The two energies are therefore

$$E=\pm\frac{(vp)^3}{\gamma_1^2}=\pm\gamma_1x^3. \tag{14}$$

A state at zero energy shows where the three powers come from. Start with amplitude 1 on A1 and require the equations at B1 and B2 to hold with no B amplitude:

$$v\pi+\gamma_1\psi_{\mathrm A2}=0,\qquad v\pi\psi_{\mathrm A2}+\gamma_1\psi_{\mathrm A3}=0. \tag{15}$$

These give $\psi_{\mathrm A2}=-v\pi/\gamma_1$ and $\psi_{\mathrm A3}=(v\pi/\gamma_1)^2$. The amplitude falls by a factor $x$ per layer. At B3 a residue $v\pi\psi_{\mathrm A3}=(v\pi)^3/\gamma_1^2$ is left, which is the lower left element of (13). The cubic law thus comes from a weak Hamiltonian matrix element between this state and its counterpart on the B sites. The two are orthogonal and live mainly on opposite outer layers.

The other valley lies at $-\mathbf K$. The hoppings are real, so $H(-\mathbf k)=H(\mathbf k)^*$. The element $v\pi^\dagger$ becomes $-v\pi$ there, with $\mathbf q$ now measured from $-\mathbf K$. The energies (14) are unchanged, and the phase turns the other way.

## Normalisation and the exact series

Since $D$ is Hermitian, the elements of $D^{-2}$ needed in (9) are scalar products of the columns (11):

$$u^\dagger u=w^\dagger w=\frac1{\gamma_1^2}+\frac{v^2p^2}{\gamma_1^4},\qquad u^\dagger w=0. \tag{16}$$

Multiplication by $v^2p^2$ from the two factors of $T$ gives $S=1+x^2+x^4$ times the unit matrix. Equation (9) becomes

$$E\simeq\pm\gamma_1\frac{x^3}{1+x^2+x^4}. \tag{17}$$

To this accuracy the probability of finding the electron on A1 or B3 is $1/S$. The same sum is the squared norm of the state in (15).

The accuracy of (17) can be judged from the exact solution of the minimal Dirac model. First remove the phases by writing $\psi_{\mathrm A_l}=e^{i(l-1)\phi}a_l$ and $\psi_{\mathrm B_l}=e^{il\phi}b_l$. The in-plane element $vpe^{-i\phi}$ becomes $vp$, and the dimer elements are unchanged because B$_l$ and A$_{l+1}$ carry the same phase. What remains is a real open chain of six sites with bonds $x,1,x,1,x$ in units of $\gamma_1$. Reflection about its centre leaves it unchanged, so its states obey $b_3=sa_1$, $a_3=sb_1$, $b_2=sa_2$ with $s=\pm1$. With $\varepsilon=E/\gamma_1$,

$$xb_1=\varepsilon a_1,\quad xa_1+a_2=\varepsilon b_1,\quad b_1+sxa_2=\varepsilon a_2. \tag{18}$$

The first two equations give $b_1=\varepsilon a_1/x$ and $a_2=(\varepsilon^2-x^2)a_1/x$. The third then requires $\varepsilon=(\varepsilon-sx)(\varepsilon^2-x^2)$, or

$$(1+x^2)\varepsilon=sx^3-sx\varepsilon^2+\varepsilon^3. \tag{19}$$

The small positive root has $s=+1$ and starts as $x^3$. One step of iteration gives $\varepsilon=x^3-x^5+O(x^7)$, hence $\varepsilon^2=x^6-2x^8+\dots$ and $\varepsilon^3=x^9+\dots$. The right side of (19) is therefore $x^3-x^7+3x^9+O(x^{11})$. Multiplying by $1/(1+x^2)=1-x^2+x^4-x^6+\dots$, we find the coefficient $-1$ for $x^5$, $-1+1=0$ for $x^7$, and $3+1-1=3$ for $x^9$:

$$\frac{E}{\gamma_1}=x^3-x^5+3x^9+O(x^{11}). \tag{20}$$

The leading correction relative to the cubic law is $-x^2$. For comparison, (17) equals $x^3(1-x^2)/(1-x^6)=x^3-x^5+x^9+\dots$, so it first departs from (20) by $2x^9$.

The phases chosen before (18) also give, for the conduction band with $s=+1$,

$$\psi_{\mathrm B3}/\psi_{\mathrm A1}=e^{3i\phi}. \tag{21}$$

The relative phase turns three times when $\mathbf q$ circles $\mathbf K$ once. Diagonalising the minimal lattice Hamiltonian on a circle of radius 0.05 nm$^{-1}$ gives 3.000 turns.

## The opposite limit

For $x\gg1$ the in-plane hopping dominates, and the elimination has no basis. Equation (19) still holds. Put $s=+1$ and $\varepsilon=x+\delta$, with $\delta$ of order one. The form $\varepsilon=(\varepsilon-x)^2(\varepsilon+x)$ gives $x\simeq2x\delta^2$, so $\delta=\pm1/\sqrt2$. The lower sign continues the low-energy band:

$$E\simeq vp-\gamma_1/\sqrt2\qquad(x\gg1). \tag{22}$$

The band of the Dirac model therefore bends from cubic to linear, with the single-layer velocity $v$. On the lattice, (2) is already failing where (22) sets in. With the values used below, $x=5$ means $q=2.9$ nm$^{-1}$, and the lattice energy there is $3.7\gamma_1$ along $+q_x$ and $4.7\gamma_1$ along $-q_x$, against $4.3\gamma_1$ from (22). Equation (14), whose velocity grows without limit, must overestimate the energy well before that.

## Density and mass

With two spins and two valleys, a filled circle of radius $k_F$ holds

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}. \tag{23}$$

The cyclotron mass is $m=(\hbar^2/2\pi)\,dA/dE$, where $A=\pi k^2$ is the area enclosed in $\mathbf k$ space. Thus $m=\hbar^2k/(dE/dk)$, and (14) gives

$$m=\frac{\hbar^2\gamma_1^2}{3(\hbar v)^3k}. \tag{24}$$

In the minimal model the mass grows without bound as $k\to0$, because the cubic band is flatter than any parabola there. It is also more sensitive than the energy to the next term. From (20), $dE/dk$ is proportional to $3x^2-5x^4$, so the velocity is reduced by the relative amount $5x^2/3$, against $x^2$ for the energy.

## What the other hoppings do

Three further hoppings matter near $\mathbf K$. The lateral vectors from A1 to its nearest B2 atoms are opposite to those in (1), so with element $-\gamma_3$ the Bloch sum is $-\gamma_3f^*=v_3\pi$. The same holds from A2 to B3. Between like sites of adjacent layers the vectors are those of (1), and the element $+\gamma_4$ gives $\gamma_4f=-v_4\pi^\dagger$. Here $\hbar v_{3,4}=\tfrac{\sqrt3}{2}a\gamma_{3,4}$. The sign of $\gamma_3$ is an assumption. A positive $\gamma_3$ in this convention makes the A1–B2 element opposite in sign to $\gamma_1$ and $\gamma_4$. A two-centre picture of $p_z$ orbitals gives it the same sign as the A1–A2 element, which spans the same distance, and so gives a negative $\gamma_3$. In the trilayer the sign relative to $\gamma_2$ cannot be removed by rephasing the orbitals, and it changes the bands. Finally, $3\boldsymbol\tau$ is a lattice vector, so B3 lies directly above A1, and the two are coupled by $\gamma_2/2$.

To second order in $p$, the inverse of $D$ may be taken at $p=0$, where it connects only B1 with A2 and B2 with A3, each by $1/\gamma_1$. Two routes then lead from A1 to B3: through B1 and A2, with factors $v\pi^\dagger$ and $v_3\pi$, and through B2 and A3, with the same factors in reverse order. With the minus sign of (9), and the cubic term restored,

$$h\equiv H_{\mathrm{A1,B3}}=\frac{\gamma_2}{2}-\frac{2vv_3p^2}{\gamma_1}+\frac{(vp)^3}{\gamma_1^2}e^{-3i\phi}. \tag{25}$$

Two routes also return to A1, through B1 and A2 in either order. Each has the product $-vv_4p^2$, which (9) turns positive. B3 behaves alike, so both diagonal elements are

$$H_{\mathrm{A1,A1}}=H_{\mathrm{B3,B3}}=\frac{2vv_4p^2}{\gamma_1}. \tag{26}$$

This moves both bands up together and breaks electron–hole symmetry. An energy $\Delta'$ of the dimer sites relative to A1 and B3, set to zero here, acts in the same way: to first order it adds $\Delta'(S-1)$ to both diagonal elements. For $\Delta'=0.02$ eV this is 4.5 meV in the example below, comparable to (26). Equation (25) has threefold symmetry, since its first two terms do not depend on $\phi$ while the third turns three times.

Two necessary, but not sufficient, conditions for the cubic term to dominate follow. It exceeds the $\gamma_3$ term when $x>2\gamma_3/\gamma_0$, and the $\gamma_2$ term when $x^3>|\gamma_2|/2\gamma_1$. Both set lower limits on $x$, whereas the elimination needs $x\ll1$.

## A gated trilayer in numbers

Consider a dual-gated trilayer with $n=2\times10^{12}$ cm$^{-2}$ at 4 K and no potential difference between the outer layers. Any shift of the middle layer relative to them is neglected. We take $a=0.246$ nm and the illustrative values $\gamma_0=3.1$, $\gamma_1=0.38$, $\gamma_2=-0.02$, $\gamma_3=0.30$ and $\gamma_4=0.14$ eV. Then $\hbar v=0.660$ eV nm, or $v=1.0\times10^6$ m/s. From (23) and (4),

$$k_F=\sqrt{\pi\times0.02\ \mathrm{nm^{-2}}}=0.251\ \mathrm{nm^{-1}},\qquad x=\frac{165.5\ \mathrm{meV}}{380\ \mathrm{meV}}=0.436. \tag{27}$$

The cubic law gives $E=380\times0.436^3\simeq31.4$ meV, or 0.00115 hartree. The six-site Dirac model gives 25.9 meV, so the cubic value is 21% too high relative to it. With $S=1.226$, (17) gives $31.4/1.226=25.6$ meV, which is 0.9% low. The six-site weight on A1 and B3 is 0.83, against $1/S=0.82$. The mass (24) is 0.051 $m_e$, while the six-site value is 0.071 $m_e$, a larger discrepancy than in the energy, as expected from the factor $5/3$. Both masses belong to the minimal model and are not predictions for the full band structure.

The neglected hoppings are not small here. The $\gamma_2$ and $\gamma_3$ terms in (25) are $-10.0$ and $-14.0$ meV. Together they amount to $-24$ meV, against a cubic term of 31.4 meV. Along $\phi=0$ and the two equivalent directions they oppose it, leaving $|h|=7.5$ meV. Midway between these directions they add, giving 55.4 meV. Dividing by the minimal-model $S$, as an estimate of the normalisation, gives 6.1 and 45 meV. Half the separation of the two bands in the full lattice model runs from 5.8 to 46 meV on the same circle. These figures depend on the assumed sign of $\gamma_3$. With $\gamma_3=-0.30$ eV the two terms are $-10.0$ and $+14.0$ meV and nearly cancel. Then $|h|/S$ is 29 meV along $\phi=0$ and 22 meV midway, and the lattice half-separation is 28 and 23 meV in these directions.

Equation (25) also says what happens nearer to $\mathbf K$. Along $\phi=0$, $h$ is real. It is $-10$ meV at $\mathbf K$ and $+7.5$ meV at $k_F$, so it must vanish in between. In this two-component model the bands touch at three points away from $\mathbf K$, and at $\mathbf K$ itself they are $|\gamma_2|=20$ meV apart. The single cubic touching point belongs to the minimal model.

For $\gamma_3=+0.30$ eV, the corrections from $\gamma_2$ and $\gamma_3$ are the largest of the one-electron corrections computed here for equal layer potentials. At fixed wavevector $k_F$, the conduction energy changes from 25.9 meV in the minimal Dirac model to between 12 and 52 meV in the full lattice model, depending on direction. The circle is then not a line of constant energy, and the Fermi contour of this model is strongly distorted. For $\gamma_3=-0.30$ eV the range is only 29 to 34 meV, the contour stays within 3% of the circle, and the net 4 meV from $\gamma_2$ and $\gamma_3$ falls below the term (26). The size of the warping in a real trilayer cannot be read from this example until the sign is fixed. The term (26) is 6.5 meV, and the midpoint of the two bands averages 6.1 meV over the circle. Curvature of $f$ beyond (2) matters less: with $\gamma_0$ and $\gamma_1$ alone, the lattice energy varies from 25.3 to 26.5 meV.

The operating conditions matter as well. At 4 K the thermal energy is 0.34 meV, small beside these energies, but at 300 K it is 26 meV, and electrons are thermally excited from the lower band to the upper one. Using one gate instead of two at the same density also changes the problem. If the outer layers share the charge equally, the field between them is $en/2\varepsilon_0$ over twice the layer spacing of 0.335 nm. The resulting drop is 121 meV before the layers screen it. Screening reduces this drop, because more of the charge gathers on the layer nearest the gate. Unless the remaining energy difference between A1 and B3 is small beside the band energies, it must be added to the diagonal of (13).

Finally, the bare Coulomb scale $e^2k_F/4\pi\varepsilon_0\kappa$ is 90 meV for surroundings with $\kappa=4$, about three times the cubic energy. Screening by the electrons lowers it by an amount not computed here. Independent electrons are therefore an uncertain starting point for clean samples at low temperature, and (13) is best read as the kinetic skeleton to which (25), (26), site energies, layer potentials and interactions are added. The remaining values are in the numerical output below.

## Table of computed values

```
lattice constant a: 0.246 nm
layer spacing: 0.335 nm
gamma0: 3.1 eV
gamma1: 0.38 eV
gamma2: -0.02 eV
gamma3: 0.3 eV
gamma4: 0.14 eV
hbar v: 0.6604 eV nm
velocity v: 1.003e+06 m/s
hbar v3: 0.06391 eV nm
hbar v4: 0.02983 eV nm
electron density: 2e+12 cm^-2
Fermi wavevector: 0.2507 nm^-1
hbar v kF: 165.5 meV
x = hbar v kF / gamma1: 0.4356
x squared: 0.1898
S = 1 + x^2 + x^4: 1.226
cubic energy: 31.42 meV
cubic energy in hartree: 0.001155 hartree
normalised energy: 25.63 meV
six-site Dirac energy: 25.86 meV
cubic over six-site energy: 1.215
normalised over six-site energy: 0.991
weight on A1 and B3, six-site: 0.8298
weight on A1 and B3, 1/S: 0.8158
cubic mass: 0.0508 m_e
six-site Dirac mass: 0.07068 m_e
winding of B3/A1 phase: 3.000 turns
gamma2/2 term: -10 meV
gamma3 term -2 v v3 p^2/gamma1: -13.96 meV
gamma4 term 2 v v4 p^2/gamma1: 6.514 meV
minimal lattice energy on circle, lowest: 25.25 meV
minimal lattice energy on circle, highest: 26.46 meV
full conduction energy on circle, lowest: 11.77 meV
full conduction energy on circle, highest: 52.28 meV
full half splitting on circle, lowest: 5.76 meV
full half splitting on circle, highest: 46.13 meV
full band midpoint, circle average: 6.082 meV
temperature of use: 4 K
thermal energy at that temperature: 0.3447 meV
thermal energy at 300 K: 25.85 meV
one-gate outer-layer drop, unscreened: 121.2 meV
relative permittivity of surroundings: 4
bare Coulomb scale at kF: 90.24 meV
```
